\section*{Choosing the Regularization Weight When Inverting Ferroelectric Switching Transients}

\section{What a badly chosen weight does}

A ferroelectric film whose regions switch over one continuous range of times, evenly filled on a logarithmic scale, can be reported as having two separate populations. In a synthetic study with noise equal to 1\% of the full switched polarization, a distribution with one plateau, 0.52 decade wide in total, was inverted with a regularization weight $10^4$ times smaller than the one chosen below. It broke into two or more peaks in 83\% of 30 noisy data sets, a rate uncertain by about 10 percentage points at this sample size. Wider plateaus, from 0.78 to 1.73 decades, broke in every data set. The fits were not poor: the inversion had used freedom that the data do not control.

The setting that governs this is the weight $\lambda$ of the smoothness penalty. A second setting, the local switching exponent $n$, is less conspicuous: reading a sharp population that has $n=2$ with $n=3$ adds 0.2 decade of artificial width.

\section{Model and minimized quantity}

Each region has a local time $\tau$ and, after a pulse of width $t$, has switched the fraction
\begin{equation}
k=1-\exp[-(t/\tau)^n].
\end{equation}
Regions are independent and share one $n$. Let $z=\log_{10}(\tau/\mathrm{s})$, let $g(z)\ge0$ be the fraction of polarization per decade, and let $p=\Delta P/2P_r$. Then
\begin{equation}
p(t)=\int g(z)\,k(t,\tau)\,dz .
\end{equation}
Each of the $N$ data comes from its own reset and pulse, so the noise, of standard deviation $\sigma$ in $p$, is taken as independent and Gaussian. An integrated current trace would have correlated noise and would need its covariance matrix instead.

On a grid of step $\Delta z$, with $K_{ij}=k(t_i,\tau_j)$, the program minimizes over $g_j\ge0$
\begin{equation}
J=\underbrace{\sum_i\Big[\frac{p_i-\sum_jK_{ij}g_j\Delta z}{\sigma}\Big]^2}_{\chi^2}
+\lambda\underbrace{\Delta z\sum_j(D^2g)_j^2}_{R}.
\label{J}
\end{equation}
Here $D^2$ is the second difference divided by $\Delta z^2$, with $g=0$ just outside the grid. Since $g$ is per decade, $R$ has unit decade$^{-5}$ and $\lambda$ has unit decade$^5$. The factor $\Delta z$ makes $R$ approximate $\int (g'')^2dz$, so $\lambda$ keeps its meaning when the grid is refined.

The minimum is unique. If $D^2g=0$, then $g$ is a straight line on the grid. It vanishes at both outer points, so it is zero. Hence $R>0$ for every nonzero $g$, and the quadratic function $J$ is strictly convex. Its minimum satisfies
\begin{equation}
\frac{\partial J}{\partial g_j}=0\ \ (g_j>0),\qquad
\frac{\partial J}{\partial g_j}\ge0\ \ (g_j=0),
\end{equation}
because a positive $g_j$ can move either way and a zero one can only increase. Stacking the rows $K_{ij}\Delta z/\sigma$ above $\sqrt{\lambda\Delta z}\,D^2$, with data $p_i/\sigma$ above zeros, turns (\ref{J}) into ordinary nonnegative least squares. Uniqueness belongs to the regularized problem; it does not make the answer the true $g$.

\section{Why smoothing is needed}

Let $u=\ln t$ and $y=\ln\tau$. The kernel depends only on $v=u-y$, so the transient is a convolution. The kernel tends to 1 at late times, and its derivative is easier to transform:
\begin{equation}
\int_{-\infty}^{\infty}e^{-i\omega v}\,n e^{nv}e^{-e^{nv}}dv
=\int_0^\infty s^{-i\omega/n}e^{-s}ds=\Gamma(1-i\omega/n),
\end{equation}
with $s=e^{nv}$ and $ds=ne^{nv}dv$. The reflection formula gives
\begin{equation}
|\Gamma(1-i\omega/n)|^2=\frac{x}{\sinh x},\qquad x=\frac{\pi\omega}{n}.
\end{equation}
Detail of frequency $\omega$ in $\ln\tau$ is therefore suppressed exponentially in the data, and division by this factor amplifies noise.

Now consider a change of the density in $y$ that leaves the total fraction unchanged, with transform $\hat\rho$. The derivative of its transient has transform $\Gamma\hat\rho$, so the transient itself has $\hat K\hat\rho$ with $\hat K=\Gamma/(i\omega)$. Let $h$ be the sampling step in $\ln t$ and $L=\ln10$. Replacing the data sum by an integral divides it by $h$. In the penalty, $g=L\rho$, each $d/dz$ gives a factor $L$, and $dz=dy/L$, so $R=L^5\int(\rho'')^2dy$. Without the constraint $g\ge0$, each frequency then minimizes
\begin{equation}
\frac{|\hat p-\hat K\hat\rho|^2}{\sigma^2h}+\lambda L^5\omega^4|\hat\rho|^2 .
\end{equation}
Setting the derivative with respect to $\hat\rho^*$ to zero gives $\hat\rho=\hat K^*\hat p/(|\hat K|^2+\lambda L^5\sigma^2h\,\omega^4)$. For noise-free $\hat p=\hat K\hat\rho_{\rm true}$, the fraction of each component that survives is
\begin{equation}
F(\omega)=\Big[1+\lambda L^5\sigma^2h\,\omega^6\,\frac{\sinh x}{x}\Big]^{-1}.
\label{F}
\end{equation}
Smoothing thus depends on the product $\lambda\sigma^2h$. A value of $\lambda$ copied from a data set with other noise or sampling gives a different blur. Nonnegativity changes the details of (\ref{F}), which is used here as an estimate of scale.

\section{Choosing the weight}

The misfit never falls as $\lambda$ grows. For $\lambda_1<\lambda_2$, let the minimizers have $(\chi_1^2,R_1)$ and $(\chi_2^2,R_2)$. Each is best at its own weight:
\begin{align}
\chi_1^2+\lambda_1R_1&\le\chi_2^2+\lambda_1R_2,\\
\chi_2^2+\lambda_2R_2&\le\chi_1^2+\lambda_2R_1 .
\end{align}
Adding them gives $(\lambda_2-\lambda_1)(R_2-R_1)\le0$, hence $R_2\le R_1$. The first line then gives $\chi_2^2-\chi_1^2\ge\lambda_1(R_1-R_2)\ge0$. A search for a prescribed misfit can therefore use bisection.

The target used here is
\begin{equation}
\chi^2(\lambda)=\chi^2_{\min}+\sqrt{2N},
\end{equation}
where $\chi^2_{\min}$ is found with almost no smoothing. The increment is the standard deviation of $\chi^2$ for the true transient with $N$ Gaussian errors. This is a convention, not a theorem. It has a practical advantage over the target $\chi^2=N$, which an unlucky data set may not be able to reach.

\section{A resolution limit independent of the setting}

Let two sharp populations of equal weight lie at $\pm d$ in $\ln\tau$ about their centre. Compare them with a flat distribution of half-width $\sqrt3d$, which has the same mean and the same variance, $(\sqrt3d)^2/3=d^2$. The difference of their transforms is
\begin{equation}
q(\omega)=\cos\omega d-\frac{\sin(\sqrt3\,\omega d)}{\sqrt3\,\omega d}.
\end{equation}
When the time window covers both transients and sampling is dense, Parseval's theorem gives their squared distance in noise units:
\begin{equation}
S^2=\frac{1}{2\pi\sigma^2h}\int_{-\infty}^{\infty}
\frac{x}{\sinh x}\,\frac{q^2}{\omega^2}\,d\omega .
\label{S}
\end{equation}

Projected on the direction joining the two transients, the data are normal with unit variance and means $S$ apart. A threshold halfway between them errs with probability $\Phi(-S/2)$, where $\Phi$ is the normal cumulative distribution. For any rule, detection probability minus false-alarm probability is the integral of the difference of the two data densities over the region called ``pair''. It is largest when that region is where the pair is more likely, so
\begin{equation}
\text{detection}-\text{false alarm}\le2\Phi(S/2)-1 .
\label{bound}
\end{equation}

For close times the integral can be done. With $a=\omega d$,
\begin{equation}
q=\Big(\frac1{24}-\frac{9}{120}\Big)a^4+O(a^6)=-\frac{a^4}{30}+O(a^6).
\end{equation}
Substituting $\omega=nx/\pi$,
\begin{equation}
S^2\simeq\frac{d^8}{1800\pi\sigma^2h}\;2\Big(\frac n\pi\Big)^7\int_0^\infty\frac{x^7}{\sinh x}dx .
\end{equation}
Expanding $1/\sinh x=2\sum_{m\ge0}e^{-(2m+1)x}$ makes the last integral
\begin{equation}
2\cdot7!\sum_{m\ge0}\frac1{(2m+1)^8}=10080\cdot\frac{255}{256}\cdot\frac{\pi^8}{9450}=\frac{17\pi^8}{16},
\end{equation}
and therefore
\begin{equation}
S^2\simeq\frac{17\,(nd)^8}{14400\,\sigma^2\,nh}\qquad(nd\ll1).
\label{eight}
\end{equation}
In this regime the resolvable $d$ falls only as $\sigma^{1/4}$: halving it needs 16 times less noise.

For $n=2$, $\sigma=0.01$ and $h=0.1151$, a 5\% error requires $S=2\times1.645=3.29$. The full integral (\ref{S}) gives a separation of 0.418 decade. In 20\,000 simulated noisy pairs at that separation, the best rule erred in 4.9\%. Equation (\ref{eight}) would give $nd=0.82$, or 0.36 decade, which is 14\% below the full result because $nd$ is not small. The full limit is 0.21 decade at 0.1\% noise and 0.63 decade at 3\%. With $n=1$ and 1\% noise it is 0.75 decade, since the local law itself is broader.

\section{Worked example}

Take a 10 nm film with $2P_r=40\ \mu\mathrm{C/cm^2}$, noise $0.4\ \mu\mathrm{C/cm^2}$ and $n=2$. There are 81 pulse widths from 0.1 to 1000 $\mu$s, 20 intervals per decade. The synthetic truth has 60\% of the polarization centred at 3.16 $\mu$s and 40\% at 31.6 $\mu$s. Each population is log-normal with standard deviation 0.12 decade.

The nearly unsmoothed misfit is 93.7, already above $N=81$. The target is $93.7+\sqrt{162}=106.4$, which gives $\lambda=0.0121$ decade$^5$. The true transient has misfit 103.1, so the accepted fit is no closer to these data than the truth is.

The recovered centroids are 3.21 and 31.5 $\mu$s, the fast fraction is 0.600 and the total is $39.9\ \mu\mathrm{C/cm^2}$. Over 30 repeated noise samples at this $\lambda$, the fast fraction scatters by less than 0.01 and each centroid by less than 0.01 decade. Shapes are less secure. The fast peak density at $z=-5.5$ is 64 instead of $80\ \mu\mathrm{C/cm^2}$ per decade, and the mean recovered width over the repeats is 0.14 decade instead of 0.12. This bias does not show up in the scatter.

Changing $\lambda$ separates robust quantities from fragile ones. From $\lambda/10$ to $10\lambda$ the fast fraction moves from 0.598 to 0.605, while the fast width moves from 0.112 to 0.173 decade. If $n$ is known, populations may be quoted here; widths need the range.

Resolution was measured with sharp pairs and their flat counterparts, 30 noisy samples of each, at fixed $\lambda$. A split means a valley with at least 20\% of the weight on either side, whose density is below half that of the highest peak on its left and also below half that of the highest peak on its right.

\begin{center}
\begin{tabular}{cccc}
Separation & Chosen $\lambda$ & $\lambda/10^4$ & Bound (\ref{bound})\\
(decade) & pair / flat & pair / flat & \\
0.30 & 0.00 / 0.00 & 0.93 / 0.83 & 0.43\\
0.45 & 0.00 / 0.00 & 1.00 / 1.00 & 0.96\\
0.60 & 0.97 / 0.00 & 1.00 / 1.00 & 1.00\\
0.80 & 1.00 / 0.00 & 1.00 / 1.00 & 1.00
\end{tabular}
\end{center}

The weak setting finds nearly every pair, but it also splits most of the narrowest plateaus and all of the wider ones, so its detections carry little information. The chosen setting, held fixed, begins to resolve between 0.45 and 0.60 decade; finding $\lambda$ anew for each data set can shift this range. At 0.45 decade the fixed setting misses pairs that the best rule, told both candidate shapes, would usually recognize. Equation (\ref{F}) gives the scale of this loss. Here $\lambda L^5\sigma^2h=9.0\times10^{-6}$, so a component of period 0.71 decade is halved, 12\% survives at 0.60 decade and 0.3\% at 0.45 decade.

\section{The exponent is also a setting}

Too large an assumed exponent cannot be excluded by the data. Let $m>n$, $a=n/m<1$ and $s=(t/\tau)^m$. The unswitched fraction is $f=e^{-s^a}$, with $f'=-\varphi f$ and $\varphi=as^{a-1}$. The derivatives of $\varphi$ alternate in sign, starting positive. Differentiating the product $j$ times gives
\begin{equation}
(-1)^{j+1}f^{(j+1)}=\sum_{l=0}^{j}\binom jl\big[(-1)^l\varphi^{(l)}\big]\big[(-1)^{j-l}f^{(j-l)}\big]\ge0
\end{equation}
by induction. Bernstein's theorem then makes $f$ a positive mixture of exponentials $e^{-bs}$. Each is an element of exponent $m$ with local time $\tau b^{-1/m}$.

The cost is artificial width. The switching time $T$ of one element obeys $\ln T=\ln\tau+G/n$, where $G$ is the logarithm of a unit exponential variable, with mean $-\gamma$ ($\gamma=0.577$) and variance $\pi^2/6$. Equating the moments of $\ln T$ in the two descriptions gives
\begin{align}
\operatorname{var}(\ln\tau)_m-\operatorname{var}(\ln\tau)_n&=\frac{\pi^2}{6}\Big(\frac1{n^2}-\frac1{m^2}\Big),\\
\langle\ln\tau\rangle_m-\langle\ln\tau\rangle_n&=-\gamma\Big(\frac1n-\frac1m\Big).
\end{align}
A sharp element with $n=2$, read with $m=3$, acquires a width of 0.208 decade and shifts by $-0.042$ decade. A noise-free inversion reproduced both values.

In the noisy example the minimum misfits for assumed $n=1,2,3$ are 1264, 93.7 and 88.3. The data reject 1 and do not distinguish 2 from 3. An $n=1$ mixture is concave in $t$, whereas these data start as $t^2$. Rejection is not guaranteed in general: a true $n=2$ mixture that happens to equal an $n=1$ element is fitted perfectly by $n=1$. Read with $n=3$ at the same $\lambda$, the peaks have widths 0.20 and 0.17 decade. Adding variances would predict $\sqrt{0.12^2+0.208^2}=0.24$. The widths were computed within 0.5 decade of each centre, which cuts off tails. For either population alone and without noise, the same inversion gives 0.24 decade over the whole grid and 0.19 decade within that window, so the cut accounts for most of the deficit.

\section{Real capacitors}

The two narrow populations and $n=2$ are synthetic choices, not measured properties of a material. The electrical parameters are rough typical values for a hafnium zirconium oxide capacitor at 1.5 MV/cm, about 0.4 of a rough breakdown field. For an area of 400 $\mu$m$^2$ and 100 $\Omega$ in series, the charging time constant is 1.1 ns, and the peak voltage drop shifts $\log_{10}\tau$ by less than 0.01 decade. An assumed leakage of $10^{-5}$ A/cm$^2$ adds $0.01\ \mu\mathrm{C/cm^2}$ at the longest pulse, well below the noise. Self-heating is about $10^{-4}$ K if the electrodes stay at ambient temperature. Larger effects come from activation. If $\ln(\tau/\tau_0)$ varies as $1/E$ and $1/T$, with an assumed $\tau_0=0.1$ ns, it equals 10.4 for the fast population. For this population, a 5 K drift at 300 K then shifts $\log_{10}\tau$ by about 0.075 decade, and a 2\% thickness spread at fixed voltage adds a width of 0.09 decade, which belongs to $g$ but is not intrinsic to the material. Both effects grow in proportion to $\ln(\tau/\tau_0)$, so they are somewhat larger for the slow population. Real regions also interact and need not share one exponent. Under the assumed $1/E$ law and $\tau_0$, reading $n=2$ as $n=3$ is the largest of these effects, at 0.2 decade of width. The ranking depends on those assumptions: if $\ln(\tau/\tau_0)$ varies as $1/E^2$, the thickness contribution doubles to 0.18 decade for the fast and 0.22 decade for the slow population, and a smaller $\tau_0$ raises it further.

\section{Guidance}

\begin{enumerate}
\item Measure $\sigma$ from repeated pulses, since it enters both the target misfit and the blur. Find $\lambda$ anew for each data set. To compare samples at equal blur and equal $n$, hold $\lambda\sigma^2h$ fixed instead.
\item Repeat the inversion at $\lambda/10$ and $10\lambda$, and report what survives.
\item Before claiming two populations, invert synthetic plateaus of equal mean and variance with the same noise and $\lambda$. This check is necessary but not sufficient, since other single-peaked shapes can lie closer to the pair than the plateau does. Below the separation limit from (\ref{S}), no choice of $\lambda$ tells the pair from the plateau with a mean error of 5\% or less.
\item State $n$ with every result, and repeat with a larger $n$.
\item Do not interpret $g$ beyond the window. A population carrying all the polarization differs from an instantaneous one by less than $\sigma$ if $\tau<t_{\min}/[\ln(1/\sigma)]^{1/n}$, here 47 ns. It stays below $\sigma$ throughout if $\tau>t_{\max}/[-\ln(1-\sigma)]^{1/n}$, here 10 ms.
\end{enumerate}

The remaining values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
2Pr 40.0 uC/cm2; noise 0.40 uC/cm2; relative noise 0.010
pulse widths 0.1 to 1000 us; data points 81
local-time grid: 97 points, step 0.050 decade; sampling step in ln t 0.1151
true centres 3.16 and 31.62 us; width 0.12 decade
misfit chi2: minimum 93.68, goal 106.41, fit 106.41, truth 103.09
chosen penalty weight lambda 1.211e-02 decade^5
recovered total polarization 39.94 uC/cm2
fast fraction: true 0.600, recovered 0.600
recovered centroids 3.21 and 31.47 us
recovered widths 0.136 and 0.131 decade
30 repeats, fast fraction: mean 0.599, scatter 0.009
30 repeats, centroid scatter 0.006 and 0.009 decade
30 repeats, mean widths 0.143 and 0.142 decade
lambda x 0.1: fast fraction 0.598, widths 0.112, 0.109 decade
lambda x 10.0: fast fraction 0.605, widths 0.173, 0.166 decade
log10(tau/s), true and recovered density (uC/cm2 per decade):
  -6.00  0.01  0.00
  -5.75  9.11  14.20
  -5.50  79.79  64.26
  -5.25  9.11  17.22
  -5.00  0.02  0.00
  -4.75  6.07  9.78
  -4.50  53.19  44.42
  -4.25  6.07  9.19
  -4.00  0.01  0.00
best-rule separation limit, n=2, 5 % error: 0.418 decade (simulated error 0.0493)
  same at 0.1 % noise 0.211, at 3 % noise 0.626 decade
  same at 1 % noise with n=1: 0.747 decade
split rates: separation (decade) | chosen lambda: pair, flat | lambda/10^4: pair, flat | bound
  0.30 | 0.00 0.00 | 0.93 0.83 | 0.431
  0.45 | 0.00 0.00 | 1.00 1.00 | 0.959
  0.60 | 0.97 0.00 | 1.00 1.00 | 1.000
  0.80 | 1.00 0.00 | 1.00 1.00 | 1.000
  1.00 | 1.00 0.00 | 1.00 1.00 | 1.000
minimum chi2 for assumed n=1, 2, 3: 1263.9, 93.7, 88.3
noise-free max error: n=2 from n=3 2.3e-08; n=3 from n=2 1.0e-01
n=2 element read with n=3: width 0.2076, law 0.2076 decade
  centroid shift -0.0418, law -0.0418 decade
example read with n=3: widths 0.197 and 0.167 decade
window edges for full-weight population: 46.6 ns and 9.97 ms
film 10 nm, area 400 um2, resistance 100 ohm, permittivity 30
field 1.5 MV/cm; rough breakdown field 4.0 MV/cm; ratio 0.375
circuit charging time 1.06 ns
peak series voltage drop 0.169 %; shift of log10 tau 0.0076 decade
leakage 1e-05 A/cm2 adds 0.0100 uC/cm2 at the longest pulse
heating: adiabatic 24.0 K, diffusion time 0.25 ns, steady 1.2e-04 K
attempt time 0.1 ns (assumed); ln(tau/tau0) 10.36
drift of 5 K at 300 K shifts log10 tau by 0.075 decade
thickness spread 2 % gives 0.090 decade of width
\end{verbatim}
